# Cross-plane phonon conduction in a thin film between black walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: from phonons to the conductivity of a film

A crystalline film fills the space $0<x<L$ between two walls, and heat carried by phonons crosses it from wall 1 at $x=0$ to wall 2 at $x=L$. The conduction is steady, nothing varies along the film, and no heat is released inside it. Fourier's law with the bulk conductivity $k$ needs many scattering events between the walls. The problem is to find what replaces it when $L$ is not large compared with the phonon mean free path $\Lambda$.

The phonons are gray: they share one speed $v$ and one mean free path $\Lambda$, and scattering sends them out equally in all directions. Both walls are black, which means that a wall absorbs every phonon that reaches it and emits the isotropic distribution of a body in equilibrium.

The algebra uses atomic units, with $\hbar=1$ and also $k_B=1$, so that temperature is an energy. The cosine of the angle between a phonon's velocity and the $x$ axis is $\mu$. A positive heat flux $q$ points from wall 1 to wall 2.

### (a) What does a black wall emit?

**Question.** Express the energy flux leaving a black wall through its temperature and the heat capacity $C$ of the phonons per unit volume. Temperature differences are small compared with the absolute temperature.

**Solution.** Let $D(\omega)$ be the number of phonon modes per volume and frequency, and $\Theta$ the absolute temperature. Bose occupation gives the energy density and its derivative:

$$U(\Theta)=\int D(\omega)\,\frac{\omega}{e^{\omega/\Theta}-1}\,d\omega,\qquad C=\frac{dU}{d\Theta}=\int D(\omega)\,\frac{y^2e^{y}}{(e^{y}-1)^2}\,d\omega,\quad y=\frac{\omega}{\Theta}.$$

The second formula follows because $d(e^{\omega/\Theta}-1)^{-1}/d\Theta=(\omega/\Theta^2)\,e^{y}/(e^{y}-1)^2$, and the further factor $\omega$ completes $y^2$.

Choose a fixed reference temperature $\Theta_0$ near those of the walls, and write $T=\Theta-\Theta_0$. A uniform equilibrium at $\Theta_0$ carries equal fluxes both ways and adds nothing to the net flux, so it can be subtracted everywhere. To first order, the energy density that remains at temperature $T$ is $CT$.

In equilibrium this energy is spread evenly over all directions. The directions between $\mu$ and $\mu+d\mu$ fill the solid angle $2\pi\,d\mu$ out of $4\pi$, which is the fraction $d\mu/2$. The energy density per unit $\mu$ is therefore $CT/2$. A phonon carries its energy along $x$ at the rate $v\mu$, and the phonons leaving wall 1 have $0<\mu<1$. Their flux is

$$\int_0^1 v\mu\,\frac{CT_1}{2}\,d\mu=\frac{Cv}{4}\,T_1 .$$

One factor $1/2$ comes from the spread over directions, the other from $\int_0^1\mu\,d\mu$. Wall 2 emits $CvT_2/4$ towards wall 1. The temperatures $T_1$ and $T_2$ are those of the emitted phonons, and nothing has yet been said about the film next to the walls.

### (b) Which equation governs the phonons inside the film?

**Question.** Let $f(x,\mu)$ be the energy density per unit $\mu$, after subtraction of the reference. Find its steady equation, and say what "temperature" means where the phonons are not in equilibrium.

**Solution.** Follow a beam over a path length $ds$. A fraction $ds/\Lambda$ of its energy is scattered out. Energy scattered from all other directions enters it, equally for every $\mu$. Calling this gain $g\,ds/\Lambda$, we have

$$df=-\frac{ds}{\Lambda}\,(f-g).$$

The beam advances by $dx=\mu\,ds$ along the axis, so

$$\mu\,\frac{\partial f}{\partial x}=-\frac{f-g}{\Lambda}. \tag{1}$$

Scattering changes directions but keeps the total energy. Integrated over $\mu$, the right side must vanish, which requires $2g=\int_{-1}^{1}f\,d\mu$. We define the local temperature $T(x)$ as that of an equilibrium with the same energy density:

$$C\,T(x)=\int_{-1}^{1}f(x,\mu)\,d\mu,\qquad g=\frac{C\,T(x)}{2}. \tag{2}$$

This is a measure of energy and does not claim that $f$ is an equilibrium distribution. With $q=\int_{-1}^{1}v\mu f\,d\mu$, the integral of (1) over $\mu$ gives $dq/dx=0$. The flux is the same at every depth, as it must be in a steady state without heat sources.

### (c) When does the gray equation give Fourier's law?

**Question.** Find the solution of (1) for a linear temperature profile far from any wall, and from it the bulk conductivity. Can this solution also satisfy the condition at a black wall?

**Solution.** Equation (1) can be written $f=CT/2-\Lambda\mu\,\partial f/\partial x$. If $f$ changes little over a mean free path, the last term is a correction, and $f$ may be replaced in it by $CT/2$:

$$f=\frac C2\left(T-\Lambda\mu\,T'\right),\qquad T'=\frac{dT}{dx}. \tag{3}$$

For constant $T'$ this is more than an approximation. The left side of (1) becomes $\mu CT'/2$, and the right side is $-(1/\Lambda)(-C\Lambda\mu T'/2)$, which is the same. The odd term drops out of the energy density, so (2) also holds. The flux follows from $\int_{-1}^{1}\mu\,d\mu=0$ and $\int_{-1}^{1}\mu^2d\mu=2/3$:

$$q=\frac{Cv}{2}\left(0-\frac{2}{3}\Lambda T'\right)=-k\,T',\qquad k=\frac{Cv\Lambda}{3}. \tag{4}$$

The minus sign says that heat flows towards lower temperature. Phonons moving to the right come from the hotter side and carry slightly more energy than those moving to the left.

At wall 1 the outgoing phonons must satisfy $f(0,\mu)=CT_1/2$ for every $\mu>0$. Expression (3) depends on $\mu$ there whenever heat flows, so it cannot meet this condition in each direction. Diffusion fails within about a mean free path of a wall. If (3) is nevertheless used up to the wall, one condition per wall can be imposed. The natural choice is the energy flux that the wall emits. Other choices also conserve the net flux, but this one gives the correct flux when phonons cross without scattering, as part (f) shows.

### (d) How much energy crosses a plane in each direction?

**Question.** For the diffusive distribution (3), find the flux $J_+$ carried by phonons with $\mu>0$ and the flux $J_-$ carried by those with $\mu<0$, both counted as positive. From what depth do the crossing phonons come?

**Solution.** For the forward half,

$$J_+=\int_0^1v\mu f\,d\mu=\frac{Cv}{2}\left(\frac T2-\frac{\Lambda T'}{3}\right)=\frac{Cv}{4}T-\frac{Cv\Lambda}{6}T'.$$

By (4), $-Cv\Lambda T'/6$ is half of $q$. In the backward half the factor $-\mu$ makes the flux positive, and the gradient term changes sign:

$$J_-=\int_{-1}^{0}v(-\mu)f\,d\mu=\frac{Cv}{2}\left(\frac T2+\frac{\Lambda T'}{3}\right).$$

Hence

$$J_+=\frac{Cv}{4}T+\frac q2,\qquad J_-=\frac{Cv}{4}T-\frac q2, \tag{5}$$

and $J_+-J_-=q$, as required.

The depth of origin appears when the same flux is found by adding up the phonons where they last scattered. A layer $dy$ at distance $y$ behind the plane sends out energy at the rate $(v/\Lambda)\,CT/2$ per volume and per unit $\mu$. The path to the plane has length $y/\mu$, and the fraction $e^{-y/(\Lambda\mu)}$ survives it. With $t=y/\Lambda$,

$$J_+=\frac{Cv}{2}\int_0^\infty T(x-\Lambda t)\,E_2(t)\,dt,\qquad E_2(t)=\int_0^1e^{-t/\mu}\,d\mu .$$

Doing the $t$ integral first gives $\int_0^\infty E_2\,dt=\int_0^1\mu\,d\mu=1/2$ and $\int_0^\infty tE_2\,dt=\int_0^1\mu^2d\mu=1/3$. For a linear profile this reproduces $J_+$. It also shows that the crossing energy last scattered at the mean depth

$$\Lambda\,\frac{1/3}{1/2}=\frac23\,\Lambda .$$

The forward flux thus reports the temperature found $2\Lambda/3$ behind the plane.

### (e) What conductivity does the film show?

**Question.** Require that the forward flux at wall 1 and the backward flux at wall 2 equal what the walls emit. Find the temperature steps at the walls, and then the effective conductivity defined by $q=k_{\rm eff}(T_1-T_2)/L$.

**Solution.** At wall 1, (5) and part (a) give

$$\frac{Cv}{4}T(0)+\frac q2=\frac{Cv}{4}T_1\quad\Longrightarrow\quad T_1-T(0)=\frac{2q}{Cv}.$$

At wall 2 the emitted phonons travel backwards:

$$\frac{Cv}{4}T(L)-\frac q2=\frac{Cv}{4}T_2\quad\Longrightarrow\quad T(L)-T_2=\frac{2q}{Cv}.$$

Both steps lower the temperature along the direction of heat flow. By (4), $Cv=3k/\Lambda$, so each step is

$$\frac{2q}{Cv}=\frac{2\Lambda}{3}\,\frac qk . \tag{6}$$

Since $q/k$ is the size of the gradient, the step is the drop over a length $2\Lambda/3$. This is the mean depth of part (d): the wall takes the place of the missing material behind the plane, and must emit as that material would have done.

Inside the film $q$ is constant, so the profile is linear and $T(0)-T(L)=qL/k$. The three drops add up to

$$T_1-T_2=\frac{2\Lambda}{3}\frac qk+\frac{qL}{k}+\frac{2\Lambda}{3}\frac qk=\frac qk\left(L+\frac{4\Lambda}{3}\right).$$

Solving for $q$ and multiplying by $L/(T_1-T_2)$ gives

$$k_{\rm eff}=\frac{kL}{L+4\Lambda/3}=\frac{k}{1+\dfrac{4\Lambda}{3L}} . \tag{7}$$

In terms of thermal resistance per area, $L/k_{\rm eff}=L/k+4/(Cv)$. The second term does not contain $L$. If $k$, $C$ and $v$ stay fixed while the film is thinned, the resistance between the walls falls towards $4/(Cv)$ and not towards zero.

### (f) What are the limits, and what belongs to the walls?

**Question.** Examine (7) for thick and thin films. Then replace each black wall by more of the same crystal, carrying the same diffusive heat flux. What happens to the steps?

**Solution.** For $L\gg\Lambda$, $k_{\rm eff}\approx k\,[1-4\Lambda/(3L)]$, and the bulk value is approached slowly, as $1/L$. For $L\ll\Lambda$ the 1 in the denominator can be dropped:

$$k_{\rm eff}\to\frac{3kL}{4\Lambda}=\frac{CvL}{4},\qquad q\to\frac{Cv}{4}(T_1-T_2).$$

This is the correct flux when phonons cross without scattering, since each wall then absorbs all that the other emits. Diffusion does not hold in such a film. The limit comes out right because the two emitted fluxes were imposed as conditions, and because the drop $qL/k$ inside the film vanishes. The energy density then has the mean temperature $(T_1+T_2)/2$, with a step of $(T_1-T_2)/2$ at each wall.

If the walls are replaced by the same crystal, the phonons entering at $x=0$ carry $CvT/4+q/2$, with $T$ the temperature just outside. The balance with (5) gives $T(0)=T$, and the step disappears. The same slab of crystal then conducts with $k$. The reduction in (7) thus belongs to a film between walls that emit isotropically. It is not a changed local conductivity, and it should not be used for an arbitrary layer inside a thick crystal.

## Second half: accuracy of the result and a gallium nitride buffer

The film has thickness $L$, and its gray phonons have speed $v$, mean free path $\Lambda$ and heat capacity $C$ per volume. The directional energy density $f(x,\mu)$ obeys $\mu\,\partial f/\partial x=-(f-CT/2)/\Lambda$, with $CT=\int_{-1}^{1}f\,d\mu$. Black walls emit the fluxes $CvT_1/4$ and $CvT_2/4$. Diffusion with a step $2\Lambda q/(3k)$ at each wall gave

$$k_{\rm eff}=\frac{k}{1+4\Lambda/(3L)},\qquad k=\frac{Cv\Lambda}{3}.$$

### (g) Where does the approximation enter?

**Question.** Use the moment of the gray equation with weight $\mu$ to separate what is exact in this result from what is approximate.

**Solution.** Multiply the equation by $\mu$ and integrate. The term with $T$ is odd in $\mu$ and vanishes, while $\int\mu f\,d\mu=q/v$:

$$\frac{d}{dx}\int_{-1}^{1}\mu^2f\,d\mu=-\frac{q}{v\Lambda}.$$

Define $\theta(x)=(3/C)\int_{-1}^{1}\mu^2f\,d\mu$. For a diffusive distribution $\theta=T$; near a wall the two differ. In a thick film the difference is $0.13\,\Lambda q/k$ at the wall and less than a tenth of that one mean free path inside; it vanishes as the film becomes very thin. Multiplying by $3/C$ gives

$$\frac{d\theta}{dx}=-\frac{3q}{Cv\Lambda}=-\frac qk .$$

Within gray transport, $\theta$ therefore falls by $qL/k$ across a film of any thickness. The approximation sits in the steps between the walls and $\theta$. Write the step at wall 1 as $T_1-\theta(0)=z\Lambda q/k$. The step at wall 2 is equal, because exchanging the walls and reversing all temperature differences gives the same problem. Hence

$$T_1-T_2=\frac qk\,(L+2z\Lambda). \tag{8}$$

The diffusive treatment sets $z=2/3$. In full gray transport $z$ depends on $L/\Lambda$. At equal wall temperatures, the relative excess of the approximate flux over the transport flux is

$$\frac{L+2z\Lambda}{L+4\Lambda/3}-1=\frac{2\,(z-2/3)}{L/\Lambda+4/3}. \tag{9}$$

### (h) How large is the error?

**Question.** Find an equation for the temperature profile of full gray transport, solve it, and compare the flux with the approximate one.

Diffusion with the emitted fluxes imposed at black walls has given the film's effective conductivity, and within gray transport its only approximation has been traced to the wall steps, through the number $z$. It remains to solve the full gray problem to find the size of the error, and then to apply the result to a gallium nitride buffer and estimate the neglected effects.
